# Vydrov–Van Voorhis C6 from a local gap, compared with a cutoff on hydrogen, part 2

Two local models of the $C_6$ coefficient are compared for hydrogen. The units are $\hbar=1$, $m=1/2$, $e^2=2$, with lengths in $a_0$ and energies and frequencies in Ry; the electron charge is $-e$. Fragments A and B at distance $R$ have $E=-C_6/R^6$ at leading order. Primes refer to $\mathbf r'$.

The density $n$ defines $\omega_p^2=16\pi n$, the gap $\omega_g^2=4C|\nabla n/n|^4$ and $\omega_0^2=\omega_g^2+\omega_p^2/3$, with $C=0.0093$ unless stated otherwise. In an exponential tail $\omega_g\to8\sqrt C\,I$, with $I$ the ionization energy. The Vydrov–Van Voorhis (VV) model has

$$\alpha(iu)=\frac1{4\pi}\int d^3r\,\frac{\omega_p^2}{\omega_0^2+u^2},\tag{1}$$

$$C_6=24\int_A d^3r\int_B d^3r'\,\frac{n\,n'}{\omega_0\,\omega_0'\,(\omega_0+\omega_0')}.\tag{2}$$

The Andersson–Langreth–Lundqvist (ALL) scheme replaces $\omega_0$ by $\omega_p$ and keeps only points with

$$\frac{|\nabla n|}{6n}<\frac{\omega_p}{v_F},\tag{6}$$

where $v_F$ is the local Fermi velocity. At high frequency $u^2\alpha\to4N$ for $N$ electrons; ALL gives $4N_c$, counting those inside its cutoff.

For $a,b>0$,

$$\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{\pi}{2ab(a+b)}.\tag{8}$$

With excitation energies $\Delta_a$ and $X_a=\sum|\langle a|x|0\rangle|^2$, the exact response obeys

$$\alpha(iu)=e^2\sum_a\frac{2\Delta_aX_a}{\Delta_a^2+u^2},\tag{10}$$

$$C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .\tag{11}$$

The VV10 functional gives $E_{AB}=\int_A\int_Bnn'\Phi$, with kernel $\Phi=-24/[gg'(g+g')]$, $g=\omega_0s^2+\kappa$, $s=|\mathbf r-\mathbf r'|$, $\kappa=b\,v_F^2/\omega_p$ and parameter $b$.

**Theorem 2.** Hydrogen has Hamiltonian $H$, ground state $\psi_0$ and density $n=e^{-2r}/\pi$. The following hold.

(a) The VV gap is $\omega_g=8\sqrt C$ everywhere, and

$$\alpha_{VV}(iu)=-\frac34\,\mathrm{Li}_3(-z),\qquad z=\frac{16}{3(\omega_g^2+u^2)},\tag{12}$$

where $\mathrm{Li}_3(x)=\sum_{k\ge1}x^k/k^3$ for $|x|<1$, continued analytically.

(b) Let $k_F=\xi(3\pi^2n)^{1/3}$ be the Fermi wavevector, with $\xi=1$ for an unpolarized and $\xi=2^{1/3}$ for a fully polarized gas. The ALL cutoff is a sphere of radius

$$r_c=\ln\frac{72}\pi-3\ln\xi,\tag{13}$$

and

$$\alpha_{ALL}(0)=\frac{r_c^3}3,\qquad
C_6^{ALL}=6\int_0^{r_c}\!\!\int_0^{r_c}\frac{r^2r'^2}{e^r+e^{r'}}\,dr\,dr'.\tag{14}$$

(c) Without the cutoff, the ALL static polarizability is infinite but $C_6$ is finite.

Part (b) needs a decision on spin. A hydrogen atom has one electron, so its gas is fully polarized. The value $\xi=2^{1/3}$ follows from filling one spin instead of two; it is used here as an extension of condition (6). The VV expressions contain the total density alone and need no such decision.

### Proof of (a)

The density gives $|\nabla n/n|=2$ at every $r>0$. Hence $\omega_g^2=4C\cdot16=64C$, so that $\omega_g=8\sqrt C=0.7715$ Ry. This is the tail value $8\sqrt C\,I$ with $I=1$ Ry, here valid throughout the atom. The plasma frequency is $\omega_p=4e^{-r}$. With $A=\omega_g^2+u^2$ and $z=16/(3A)$,

$$\alpha_{VV}(iu)=\int_0^\infty r^2\frac{16e^{-2r}}{A+(16/3)e^{-2r}}\,dr
=3\int_0^\infty r^2\frac{ze^{-2r}}{1+ze^{-2r}}\,dr .$$

For $0<z<1$ the fraction is $\sum_{k\ge1}(-1)^{k+1}z^ke^{-2kr}$. Since $\int_0^\infty r^2e^{-2kr}dr=2/(2k)^3=1/(4k^3)$, the last integral, without its factor 3, equals $-\frac14\mathrm{Li}_3(-z)$. Both sides are analytic in $z$ around the whole positive axis, so the result holds for all $z>0$. This is (12). $\square$

The VV oscillators lie between $\omega_g=0.77$ Ry in the tail and $\sqrt{0.7715^2+16/3}\approx2.43$ Ry at the nucleus. The true dipole spectrum begins at the $1s$–$2p$ energy, $1-1/4=0.75$ Ry, and extends upward through the continuum. The lower edge of the model spectrum is thus close to the true one.

### Proof of (b)

The Fermi velocity is $v_F=k_F/m=2k_F$. Therefore

$$\frac{\omega_p^2}{v_F^2}=\frac{16\pi n}{4\xi^2(3\pi^2n)^{2/3}}
=\frac{4\pi n^{1/3}}{\xi^2(3\pi^2)^{2/3}} .$$

The left side of the cutoff condition is $2/6=1/3$ everywhere, while $\omega_p/v_F$ decreases with $r$ as $n^{1/6}$. The points kept thus form a sphere. At its surface $\omega_p^2/v_F^2=1/9$, so

$$n_c^{1/3}=\frac{\xi^2(3\pi^2)^{2/3}}{36\pi},\qquad
n_c=\frac{\xi^6\,9\pi^4}{46656\,\pi^3}=\frac{\pi\xi^6}{5184}.$$

Since $e^{-2r_c}=\pi n_c=(\pi\xi^3/72)^2$, the logarithm gives (13). The unpolarized radius is $3.13\,a_0$. Polarization subtracts $3\ln2^{1/3}=\ln2$ and leaves $2.44\,a_0$.

At $u=0$ the integrand of $\alpha_{ALL}$ is $1/4\pi$ inside the sphere, so $\alpha_{ALL}(0)=(4\pi r_c^3/3)/4\pi=r_c^3/3$. For $C_6$ put $\omega_p=4e^{-r}$ into the double integral:

$$\frac{24\,nn'}{\omega_p\omega_p'(\omega_p+\omega_p')}
=\frac{24}{64\pi^2}\,\frac{e^{-r-r'}}{e^{-r}+e^{-r'}}
=\frac{3}{8\pi^2}\,\frac1{e^r+e^{r'}} .$$

The angular integrations supply $(4\pi)^2r^2r'^2$, and $16\pi^2\cdot3/(8\pi^2)=6$. This gives (14). $\square$

### Proof of (c)

As $r_c\to\infty$, $r_c^3/3$ diverges. At $u>0$, with $L=\ln(4/u)$,

$$\alpha(iu)=\int_0^\infty r^2\frac{16e^{-2r}}{16e^{-2r}+u^2}\,dr
=\int_0^\infty\frac{r^2\,dr}{1+e^{2(r-L)}} .$$

For small $u$, $L$ is large; put $r=Lt$. The factor $1/(1+e^{2L(t-1)})$ tends to 1 for $t<1$ and to 0 for $t>1$, and for $L\ge1$ it is bounded by the integrable function that equals 1 for $t<1$ and $e^{-2(t-1)}$ beyond. Hence $\alpha(iu)/L^3\to\int_0^1t^2dt=1/3$. The polarizability grows as the cube of a logarithm. Its square is integrable at $u=0$, because $\int_0^1|\ln u|^6du$ is finite, and at large $u$ it falls off as $u^{-4}$. Therefore $C_6$ is finite. $\square$

The finite value is about 361 Ry $a_0^6$, some 28 times the reference coefficient found below. The cutoff is thus needed for a finite $\alpha(0)$ and for a reasonable size of $C_6$, but not for the existence of $C_6$. If the gap is removed from the VV model, $\omega_0=\omega_p/\sqrt3$. The denominator of $C_6$ has degree three in the frequencies, so the coefficient exceeds the uncut ALL value by $3^{3/2}\approx5.20$ and becomes about 1878 Ry $a_0^6$. In the VV model the gap does the work that ALL leaves to the cutoff.

### The reference

The comparison needs the response of the atom itself, with a nonrelativistic Hamiltonian and a fixed nucleus. Its static value can be found in closed form. In a field $F$ along $z$ the perturbation is $eFz$, and the first-order wavefunction $\psi_1$ obeys $(H+1)\psi_1=-eFz\,\psi_0$. Try

$$\psi_1=-eF\,f\,\psi_0,\qquad f=(ar+br^2)\cos\theta .$$

Since $(H+1)\psi_0=0$ and $\partial_r\psi_0=-\psi_0$,

$$(H+1)(f\psi_0)=(-\nabla^2f+2\,\partial_rf)\,\psi_0
=(-4b+2a+4br)\cos\theta\,\psi_0 .$$

This must equal $r\cos\theta\,\psi_0$, so $b=1/4$ and $a=1/2$. The induced dipole is $-2e\langle\psi_0|z|\psi_1\rangle=2e^2F\langle zf\rangle$. With $e^2=2$ and $\langle\cos^2\theta\rangle=1/3$,

$$\alpha(0)=\frac43\left(\frac{\langle r^2\rangle}2+\frac{\langle r^3\rangle}4\right)
=\frac43\left(\frac32+\frac{15}8\right)=\frac92 ,$$

where $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$.

For $C_6$ the sum (10) over $p$ states was evaluated by diagonalizing the radial Hamiltonian in a Laguerre basis. The basis reproduces $\alpha(0)=9/2$ and the electron count $N=1$, and gives $C_6=13.00$ Ry $a_0^6$, or 6.50 Ha $a_0^6$. Enlarging the basis from 12 to 18 functions changes $C_6$ by less than one part in $10^6$. Relativity, retardation and nuclear motion are left out.

### Comparison

It helps to separate the size of the response from its frequency scale. For a single oscillator, $\alpha(iu)=\alpha(0)\,\omega_L^2/(\omega_L^2+u^2)$, equation (8) with $a=b=\omega_L$ gives $C_6=\frac34\alpha(0)^2\omega_L$. For any response define the London frequency

$$\omega_L=\frac{4C_6}{3\,\alpha(0)^2}.\tag{15}$$

The results, with $\alpha(0)$ in $a_0^3$, $C_6$ in Ry $a_0^6$ and $\omega_L$ in Ry, are:

| | $\alpha(0)$ | $C_6$ | $\omega_L$ |
|---|---|---|---|
| Reference | 4.50 | 13.00 | 0.856 |
| VV | 4.11 | 11.88 | 0.940 |
| ALL, unpolarized | 10.24 | 30.11 | 0.383 |
| ALL, polarized | 4.84 | 11.25 | 0.642 |

The VV coefficient, 5.94 Ha $a_0^6$, lies 8.6% below the reference. By (15) its ratio to the reference factorizes as

$$\left(\frac{4.106}{4.500}\right)^2\frac{0.940}{0.856}\approx0.833\times1.098\approx0.914 .$$

The low static polarizability and the high frequency scale partly compensate.

The unpolarized ALL value, 15.05 Ha $a_0^6$, is 2.3 times the reference. With the polarized cutoff, 5.63 Ha $a_0^6$, the error is $-13.4\%$. The same factorization gives $1.154\times0.750\approx0.866$: the static polarizability is 7% too large and the frequency scale 25% too low. The moderate error in $C_6$ therefore hides a larger one in the frequency dependence.

The low frequency scale has a visible source. The lowest ALL oscillator sits at the cutoff surface, where $\omega_p(r_c)=4e^{-r_c}=\pi\xi^3/18$. This is $\pi/18\approx0.17$ Ry for the unpolarized and $\pi/9\approx0.35$ Ry for the polarized cutoff, well below the first true excitation at 0.75 Ry. Such oscillators respond strongly at $u=0$ and fade early. At $u=0.25$ Ry the polarized ALL response has dropped to $4.04/4.84\approx84\%$ of its static value. The reference keeps $4.12/4.50\approx92\%$ and the VV model $3.82/4.11\approx93\%$.

At high frequency the electron count decides. Integrating the radial density $4r^2e^{-2r}$ up to the cutoff gives

$$N_c=1-e^{-2r_c}(1+2r_c+2r_c^2),$$

which can be checked by differentiation. This is 0.949 for the unpolarized and 0.865 for the polarized cutoff. At $u=4$ Ry the polarized ALL response is about 15% below the reference, close to the missing 13.5% of the electron. The VV response, which counts the whole electron, is there about 3% too high.

The region discarded by ALL is not negligible in the VV model. The density beyond $2.44\,a_0$ contains 13.5% of the electron but supplies about 22% of the VV static polarizability. Its share is larger because $\omega_0$ is lowest in the tail.

### Sensitivity to the parameters

Let the gap be multiplied by the same factor at every point. Its influence on $C_6$ can then be bounded for any density. Put $w=\omega_g^2/\omega_0^2$, which lies between 0 and 1. Since $d\ln\omega_0/d\ln\omega_g=w$, the integrand of $C_6$ has the logarithmic derivative

$$-\left[w+w'+\frac{\omega_0w+\omega_0'w'}{\omega_0+\omega_0'}\right],$$

which lies between $-3$ and 0. The computed value for the integral is $-2.07$: raising the gap by 1% lowers $C_6$ by about 2%. Taking $C=0.0089$ instead of 0.0093 lowers the gap by 2.2% and raises $C_6$ to 12.44 Ry $a_0^6$, which is 4.3% below the reference. The error for this one atom therefore depends visibly on a fitted parameter, and its smallness does not by itself validate the local model.

In ALL, multiply the factor $1/6$ in the cutoff condition by $\lambda$. The limiting density scales as $\lambda^6$, so $r_c$ shifts by $-3\ln\lambda$. The computed $d\ln C_6/d\ln\lambda$ at $\lambda=1$ is $-3.5$ for the unpolarized and $-5.1$ for the polarized cutoff. (In the numerical output, "d ln cutoff" means $d\ln\lambda$, not a change of the radius $r_c$.) A change of 1% in the factor thus alters $C_6$ by about 3.5% for the unpolarized and 5% for the polarized cutoff. This steep dependence on $r_c$ also makes the spin choice so consequential: a shift of the radius by $\ln2$ changes $C_6$ by a factor $30.11/11.25\approx2.7$.

### Check against the functional, and limits of validity

The VV10 kernel, with $b=5.9$, was integrated over two hydrogen atoms, each with its own density. The product $-ER^6$ is 11.8825 Ry $a_0^6$ at $R=200\,a_0$ and 11.8841 at $400\,a_0$. Extrapolation in $R^{-2}$ gives 11.8847, in agreement with (2). The approach is from below, so at this $b$ the weakening by $\kappa$ outweighs the strengthening by the finite size of the atoms. The relative correction is about $(38.9-7.85\,b)\,a_0^2/R^2$, where the first term comes from the size and the second from $\kappa$. It changes sign near $b=4.95$, and for smaller $b$ the approach would be from above. These distances isolate the mathematical limit of the kernel; retardation, which is left out, would have to be considered in a physical pair so far apart.

At short distance the densities overlap, $\kappa$ matters, and $-C_6/R^6$ no longer represents the functional. The constant gap is special to a purely exponential density, as in the ground state of hydrogen and of one-electron ions. Even for these ions the errors found here do not carry over as numbers. With nuclear charge $Z$, at a fixed value of $Zr$, $\omega_g^2$ grows as $Z^4$, like the square of the true excitation energies, but $\omega_p^2$ only as $Z^3$. The model's static polarizability, 9% too small for hydrogen, is therefore 8% too large for He$^+$. In other systems $\omega_g$ also varies from point to point. The numerical output following this text gives the remaining frequencies and digits.

## Table of computed values

```
VV10 gap parameter C = 0.0093 (dimensionless)
alternative gap parameter C = 0.0089 (dimensionless)
hydrogen local gap, C = 0.0093: 0.7715 Ry
plasma frequency at nucleus: 4.0000 Ry
ALL cutoff radius, unpolarized vF: 3.1319 a0
ALL cutoff radius, polarized vF: 2.4388 a0
reference: alpha(0) = 4.5000 a0^3
reference: C6 = 12.9981 Ry a0^6 = 6.4990 Ha a0^6
reference: C6 error = 0.00 %
reference: London frequency = 0.8558 Ry
reference: responding electrons = 1.0000
VV: alpha(0) = 4.1059 a0^3
VV: C6 = 11.8847 Ry a0^6 = 5.9423 Ha a0^6
VV: C6 error = -8.57 %
VV: London frequency = 0.9400 Ry
VV: responding electrons = 1.0000
ALL unpolarized: alpha(0) = 10.2404 a0^3
ALL unpolarized: C6 = 30.1079 Ry a0^6 = 15.0540 Ha a0^6
ALL unpolarized: C6 error = 131.63 %
ALL unpolarized: London frequency = 0.3828 Ry
ALL unpolarized: responding electrons = 0.9488
ALL polarized: alpha(0) = 4.8351 a0^3
ALL polarized: C6 = 11.2538 Ry a0^6 = 5.6269 Ha a0^6
ALL polarized: C6 error = -13.42 %
ALL polarized: London frequency = 0.6419 Ry
ALL polarized: responding electrons = 0.8646
alpha(iu) in a0^3: reference, VV, ALL unpol., ALL pol.
  u = 0.25 Ry: 4.1227  3.8193  6.6372  4.0432
  u = 0.50 Ry: 3.3126  3.1707  3.9322  2.8811
  u = 1.00 Ry: 1.9054  1.9254  1.8417  1.5275
  u = 2.00 Ry: 0.7424  0.7740  0.6908  0.6081
  u = 4.00 Ry: 0.2245  0.2322  0.2126  0.1917
VV with C = 0.0089: alpha(0) = 4.2375 a0^3
VV with C = 0.0089: C6 = 12.4356 Ry a0^6
VV alpha(0) outside polarized cutoff: 21.56 %
ALL without cutoff: C6 = 361.336 Ry a0^6
VV without gap: C6 = 1877.555 Ry a0^6
d ln C6 / d ln gap, VV: -2.069
d ln C6 / d ln cutoff, ALL unpol.: -3.519
d ln C6 / d ln cutoff, ALL pol.: -5.136
VV10 kernel, R = 200 a0: -E R^6 = 11.8825 Ry a0^6
VV10 kernel, R = 400 a0: -E R^6 = 11.8841 Ry a0^6
VV10 kernel, extrapolated: C6 = 11.8847 Ry a0^6
largest sphere-test deviation: 4.1e-05 (relative)
```
